A Lower Bound on Constant-Pressure Dynamic Fluctuations from Temperature Derivatives

A liquid near its glass transition relaxes unevenly: over the same time interval, one equilibrium trajectory may lose its memory faster than another. The average decay does not show these fluctuations directly. This problem finds what the temperature dependence of the average says about the fluctuations.

Consider N equivalent molecules at temperature T and pressure P. Molecule i has a unit axis e_i, and

c_i(t) = e_i(0)·e_i(t),  c(t) = (1/N) Σ_i c_i(t),  C(t) = <c(t)>.

The brackets denote the constant-pressure equilibrium average over initial states, and δX = X − <X>. The fluctuation strength is

χ4(t) = N <δc(t)²>.

The factor N compensates the 1/N decrease of the variance of an average over molecules with finite-ranged correlations. The temperature derivative is χ_T(t) = (∂C(t)/∂T)_P.

**(a) Express χ_T as a correlation between c and a property of the initial state. State what the dynamics must satisfy.**

Let Γ be the initial positions and momenta, V the initial volume, and H = E(Γ,V) + PV the enthalpy, kinetic energy included. The equilibrium weight is

w = exp(−H/k_BT)/Z,  Z = ∫dV ∫dΓ exp(−H/k_BT).

Let each initial state evolve by Hamiltonian motion at its own volume. Then c(t) is a function of Γ and V in which T does not appear. This is the main assumption. It also excludes dividing c by a temperature-dependent initial value; none is needed here, because c(0) = 1.

At fixed P, temperature therefore enters through w alone. Since d(−1/k_BT)/dT = 1/(k_BT²),

∂ln w/∂T = H/(k_BT²) − ∂ln Z/∂T.

The same differentiation under the integral gives ∂ln Z/∂T = <H>/(k_BT²). Hence ∂w/∂T = w δH/(k_BT²), and

χ_T = ∫dV ∫dΓ c ∂w/∂T = <c δH>/(k_BT²).

Because <δH> = 0, subtracting C from c changes nothing:

k_BT² χ_T(t) = <δc(t) δH>.

For a decay that becomes faster on heating, χ_T is negative: trajectories that start with more enthalpy tend to keep less memory.

**(b) Turn this identity into a lower bound on χ4 that contains only measurable averages.**

The identity of part (a) holds for any observable without explicit T, and so for H itself. With c_P the total heat capacity per molecule, ∂<H>/∂T = N c_P, so

<δH²> = k_BT² N c_P.

For any real number a, the variance of δc − aδH cannot be negative:

0 ≤ <δc²> − 2a<δc δH> + a²<δH²>.

The right side is smallest where its derivative with respect to a vanishes, at a = <δc δH>/<δH²>. Inserting this value gives

<δc²> ≥ <δc δH>²/<δH²>.

Now insert both fluctuation identities:

<δc²> ≥ (k_BT²χ_T)²/(k_BT²N c_P) = k_BT²χ_T²/(N c_P).

Multiplication by N gives the bound:

χ4(t) ≥ (k_B/c_P) T² χ_T(t)².

Both sides are dimensionless. Equality requires δc = aδH for every initial state of non-zero weight. Otherwise χ4 exceeds the bound by N times the variance of the part of c that is not linear in H.

**(c) Check the result on a small system, and decide whether quantum mechanics changes it.**

Take two particles of unit mass in a cell of variable length L, with k_B = 1, T = 1 and P = 5. Their energy is kinetic energy plus

s(q₁² + q₂²)/2 + 0.1(q₁⁴ + q₂⁴)/4 + 0.5(q₁ − q₂)²/2 + 25(L − 3)²/2,

where s = exp[−(L − 3)] and L plays the part of V. Here c is the average of cos[q_i(t) − q_i(0)] over the two particles. The derivative was computed by rerunning the motion at T = 0.98 and 1.02, the covariance at T = 1 alone. At t = 2 they give −0.35553 and −0.35550. The bound is 0.105 and χ4 is 0.395. At t = 1 the two numbers are 0.063 and 0.165; at t = 3 they are 0.096 and 0.446. The inequality holds but is far from equality, since a linear function of enthalpy accounts for only part of the variation among trajectories.

In quantum mechanics the weight becomes the density operator ρ = exp(−H/k_BT)/Z, with a sum over volumes. Since ρ commutes with H, ∂ρ/∂T = ρδH/(k_BT²), as before. The product of axes at two times must be made Hermitian:

c_i = ½ Σ_α [e_iα(0)e_iα(t) + e_iα(t)e_iα(0)],

where α runs over x, y and z. By cyclic permutation of the trace, Tr(ρ δc δH) = Tr(ρ δH δc), and this number is real. The expansion of Tr[ρ(δc − aδH)²] ≥ 0 then has the same three terms as in part (b). The bound keeps its form, with the quantum c_P. Vibrations frozen out of the heat capacity need no separate correction.

As a test, 300 systems were built from random Hermitian matrices, with three states at each of two volumes and a symmetrized two-time operator as c. The largest ratio of bound to variance was 0.81.

**(d) Show that the inequality can fail when the hopping rates depend explicitly on temperature. What happens in an ageing glass?**

If the motion is random, C also contains the probability p_T(path|start) of each path. When p_T depends on T, differentiation gives

χ_T = <δc δH>/(k_BT²) + (average of c ∂ln p_T/∂T).

The second term has no counterpart in part (a), so the proof stops there.

Consider one hopper between two states, with c = s(0)s(t) and s = ±1. Neglect their energy difference for an estimate. If the total relaxation rate is proportional to exp(−Δ/k_BT), then C = exp(−t/τ) and d ln τ/dT = −Δ/(k_BT²). At t = τ,

T χ_T = (1/e) T d ln τ/dT = −Δ/(e k_BT).

For Δ = 10 k_BT and c_P = k_B, the right side of the bound would be (10/e)² ≈ 13.5. Yet c² = 1, so the true variance is 1 − C² = 1 − e⁻² ≈ 0.86. With an energy gap of 0.2 k_BT included, and one k_B of vibrational heat capacity added to that of the two levels, the computed numbers are 12.9 and 0.860. The inequality is violated. The violation relies on the small heat capacity: for this barrier it persists only while c_P stays below about 12.9 × 1.01/0.860 ≈ 15 k_B.

The missing ingredient is the heat bath that drives the hops. If its enthalpy is included in H, and the motion of the whole is free of explicit T, the proof applies again, with the heat capacity of the whole.

An ageing glass breaks a different assumption. Its initial states do not have the weight w, because its structure still depends on its thermal history. Neither fluctuation identity then follows. The slope of a decay measured during ageing, combined with an equilibrium formula, gives no guaranteed bound.

**(e) How many molecules must be correlated to produce a given χ4?**

Insert the definition of c into χ4:

χ4 = N (1/N²) Σ_i Σ_j <δc_i δc_j> = Σ_j <δc_i δc_j>.

The last step uses the equivalence of the molecules: every i gives the same sum over j. Since |c_i| ≤ 1,

<δc_i²> = <c_i²> − C² ≤ 1 − C².

By the Cauchy–Schwarz inequality, no covariance exceeds this value either. If M molecules, including i, have non-zero covariance with i, then χ4 ≤ M(1 − C²), or

M ≥ χ4/(1 − C²) ≥ (k_B/c_P)T²χ_T²/(1 − C²).

Independent molecules have M = 1 and χ4 ≤ 1 − C². A bound above 1 − C² therefore proves that different molecules are correlated. A bound below it leaves the question open.

The use of one-molecule terms matters. If c were the product of total dipole moments at two times divided by N, it would be a product of two quantities of order one, each a total moment divided by √N. Its variance would stay of order one, and N times it would grow with N even without long-ranged correlations.

**(f) Evaluate the bound for a stretched-exponential decay, and examine activated and Vogel–Fulcher–Tammann relaxation.**

Let C = exp(−x), with x = (t/τ)^β and β independent of temperature. From ln x = β(ln t − ln τ),

dx/dT = −βx d ln τ/dT,
χ_T = −e^(−x) dx/dT = βx e^(−x) d ln τ/dT.

The function x e^(−x) has derivative (1 − x)e^(−x), so its maximum is 1/e, at x = 1, that is, t = τ. The peak of χ4 over time is at least its value at t = τ, and hence

χ4,peak ≥ (k_B/c_P)(β/e)²(d ln τ/d ln T)².

The bound vanishes at short and at long times, because x e^(−x) tends to zero in both limits.

For activated relaxation, τ = τ₀ exp(Δ/k_BT) with constant Δ, one has d ln τ/d ln T = −Δ/k_BT. At fixed β and c_P the bound grows as 1/T² on cooling, although the barrier itself does not grow.

For the Vogel–Fulcher–Tammann law, τ = τ₀ exp[B/(T − T₀)],

d ln τ/d ln T = −BT/(T − T₀)².

Far above T₀ this approaches −B/T, the activated form. Close to T₀ the bound grows as (T − T₀)⁻⁴. That divergence is formal: τ diverges too, so an experiment of finite duration loses equilibrium first.

**(g) Evaluate the bound for a model liquid at 205 K.**

Take τ₀ = 10⁻¹⁴ s, B = 1800 K, T₀ = 150 K, β = 0.55, c_P = 150 J/(mol K) and a molar volume of 80 cm³/mol. These are assumed round values for a moderately fragile molecular liquid, not data for one substance.

The exponent is 1800/55 = 32.7, which gives τ = 1.63 s. The slopes are

d ln τ/dT = −1800/55² = −0.595 K⁻¹,
d ln τ/d ln T = 205 × (−0.595) = −122.

At t = τ, χ_T = (0.55/e)(−0.595 K⁻¹) = −0.120 K⁻¹. The heat capacity is 18.04 k_B per molecule, so

χ4,peak ≥ (0.55 × 122/e)²/18.04 ≈ 34.

A numerical scan over time, using finite temperature differences of C, gives the same bound, with its maximum at t = τ.

At that time C = 0.368 and 1 − C² = 0.865. The number of correlated molecules is at least 33.8/0.865 ≈ 39. At 80 cm³/mol, they occupy

39.1 × 80 × 10²¹ nm³/(6.022 × 10²³) = 5.2 nm³,

the volume of a cube with an edge of 1.7 nm. This is a volume equivalent, not a correlation length: nothing in the derivation says that the molecules form a compact group.

With β and c_P held fixed, the bound is 9.5 at 230 K, 34 at 205 K and 51 at 198.9 K, where τ reaches 100 s. The rise comes from the steepening of ln τ, which outweighs the fall of the factor T² on cooling.

**(h) Does a large bound prove that molecules rearrange cooperatively?**

Consider N relaxers that do not act on each other directly but share one conserved enthalpy H. Let the heat capacity N c_P be constant, so that H fixes an effective temperature T_H = H/(N c_P), and let T_H set the common relaxation rate. For given H, each c_i is independently +1 or −1, with mean C(T_H). The total variance is the mean variance at fixed H plus the variance of the mean:

<δc²> = (1/N)<1 − C(T_H)²> + Var[C(T_H)].

The variance of T_H is k_BT²N c_P/(N c_P)² = k_BT²/(N c_P). For large N its fluctuations are small, and C(T_H) may be expanded to first order about T:

Var[C(T_H)] ≈ χ_T² k_BT²/(N c_P).

Therefore

χ4 ≈ 1 − C² + (k_B/c_P)T²χ_T².

For N = 10⁶ and the values of part (g), integration over the full enthalpy distribution gives 34.62, against 34.63 from this formula. The relaxers' own fluctuations supply only 0.865.

A large bound thus proves correlation but not direct cooperation. In this model every relaxer is weakly correlated with every other, so the count of 39 is satisfied with a vast margin. If H were held fixed, the second term would vanish and χ4 would be about 0.865. The bound concerns the constant-pressure ensemble, in which enthalpy fluctuates.

**(i) How reliable is the number for a real liquid dielectric?**

The inputs of part (g) are assumed round values, so only the rough size of the bound is meaningful. The changes below show how it responds to the assumptions.

One assumption broken by a dielectric measurement is that it records one-molecule reorientation. It records the total polarization. If the ratio of collective to one-molecule relaxation time had a logarithmic slope of −0.003 K⁻¹, a rough assumed value, the bound would fall by 1%. A difference in shape can also matter. The bound varies as β², so a one-molecule exponent of 0.50 instead of 0.55 would lower it by 17%.

Other effects were also compared with the bound at 205 K. A slope dβ/dT = 0.002 K⁻¹ leaves it unchanged at t = τ, where the derivative of C with respect to β contains ln(t/τ) = 0. It moves the peak to about 1.02τ and raises it by 0.01%. Replacing the derivative by a difference between 204 K and 206 K lowers it by 3.4%. For a dipole of 2 debye in a field of 0.01 MV/cm, the orientation energy is 0.0024 k_BT, so the field hardly disturbs equilibrium.

The need for equilibrium limits how far the liquid can be cooled in a given time. If the structure relaxes by the same law as C, a wait of 100τ leaves a fraction of 3 × 10⁻⁶ unrelaxed. That wait is under three minutes at 205 K but nearly three hours at 198.9 K.

Of the changes compared here, the choice of heat capacity matters most. Using an excess value of 70 J/(mol K), meant to isolate the structural part, gives 72 instead of 34. That figure may serve as an estimate if slow structural enthalpy is thought to control the relaxation, but the proof does not support it as a bound. The guaranteed result requires the total c_P.

It also refers to a sample that keeps its enthalpy during the time t. With an assumed thermal conductivity of 0.25 W/(m K), the thermal diffusivity is 0.25/(150/80 × 10⁶) ≈ 1.3 × 10⁻⁷ m²/s, and heat spreads about 0.5 mm within τ at 205 K. A layer of 20 to 100 µm between electrodes exchanges heat with them much faster than it relaxes, so the caution of part (d) applies to it. In the model of part (h), such exchange averages out the shared term and brings χ4 down towards 1 − C², below the bound. The figure of 34 bounds χ4 for a thermally isolated bulk sample, not for such a layer. The remaining computed values are in the numerical output.

Calculated quantities

```
NEWTONIAN CELL, 2 particles, kB = 1, T = 1 (model units)
heat capacity of cell, finite difference: 2.4178 kB
heat capacity of cell, fluctuations: 2.4178 kB
t=1: C=0.6524, dC/dT=-0.27521, cov/T^2=-0.27521
t=1: chi4=0.16513, bound=0.06265
t=2: C=0.3496, dC/dT=-0.35553, cov/T^2=-0.35550
t=2: chi4=0.39512, bound=0.10455
t=3: C=0.3766, dC/dT=-0.33998, cov/T^2=-0.33995
t=3: chi4=0.44629, bound=0.09561
QUANTUM TEST, 300 random systems
largest bound/variance ratio: 0.8056
STOCHASTIC HOPPER, barrier 10 kBT, gap 0.2 kBT
true variance: 0.860
misapplied bound: 12.937 (violated)
EXAMPLE: rough values, fragile molecular liquid
tau0=1e-14 s, B=1800 K, T0=150 K, beta=0.55
T=205 K, cP=150 J/(mol K), molar volume=80 cm3/mol
temperature where tau = 100 s: 198.9 K
relaxation time at T: 1.634 s
d ln tau/dT: -0.5950 1/K
d ln tau/d ln T: -122.0
cP/kB per molecule: 18.04
peak dC/dT: -0.1204 1/K at t/tau = 1.000
C at t = tau: 0.3679; 1-C^2: 0.8647
lower bound on peak chi4, scan: 33.77
lower bound on peak chi4, formula: 33.77
least number of correlated molecules: 39.1
edge of cube holding that number: 1.73 nm
T=198.9 K: tau=1.00e+02 s, bound=51.02
T=205.0 K: tau=1.63e+00 s, bound=33.77
T=230.0 K: tau=5.91e-05 s, bound=9.50
INDEPENDENT RELAXERS SHARING ENTHALPY, N = 1e6
chi4 from enthalpy integral: 34.62
1-C^2 plus bound: 34.63; 1-C^2 alone: 0.865
NEGLECTED EFFECTS (rough inputs)
beta slope 0.002 1/K changes bound by 0.01 %
+-1 K difference step changes bound by -3.41 %
collective/single time ratio, log slope -0.003 1/K: -1.01 %
unrelaxed fraction after waiting 100 tau: 3.4e-06
dipole energy/kBT, 2 D at 0.01 MV/cm: 2.4e-03
with excess cP 70 J/(mol K), not a bound: 72.4
```
